**Zeroth- to third-order Møller-Plesset energies of a linear H4 chain**

For a closed-shell canonical Hartree-Fock determinant, the program tests that $E_0=\sum_i\varepsilon_i=\langle h\rangle+2\langle W\rangle$ and $E_1=-\langle W\rangle$, so that $E_0+E_1$ is the electronic Hartree-Fock energy. Here $\varepsilon_i$ are the occupied spin-orbital energies, $h$ is the one-electron Hamiltonian, $W$ is the electron repulsion, and $V=H-H_0$ is the perturbation, with $H_0$ the sum of Fock operators. The many-electron matrices are built from creation and annihilation operators, and the lowest eigenvalue of $H_0+\lambda V$ is expanded numerically about $\lambda=0$. The program asserts that its coefficients agree with the formulas for $E_0$ to $E_3$, and that shifting $H_0$ by $E_1$ turns the first two into $E_{\rm HF}$ and zero while leaving $E_2$ and $E_3$ unchanged. It also asserts that the frozen-orbital costs of removing each electron alone sum to $-E_0$, whereas the costs of successive removal sum to $-E_{\rm HF}$. For a spacing of 1.0 Å in the STO-3G basis, the output shows $E_0=-54.74$ eV, $E_1=-64.76$ eV and $E_{\rm HF}=-119.50$ eV, without nuclear repulsion. The correlation corrections are $E_2=-1.121$ eV and $E_3=-0.433$ eV, compared with an exact correlation energy of $-1.846$ eV in this basis.

The molecular numbers use the small basis STO-3G, so they illustrate the point and are not converged values.

## Numerical check

```python
"""
Result under test: for a closed-shell canonical Hartree-Fock determinant and
H0 = sum of Fock operators (Moeller-Plesset partition),
    E0 = sum of occupied spin-orbital energies = <h> + 2<W>,
    E1 = -<W>,   E0 + E1 = electronic Hartree-Fock energy.
h: one-electron Hamiltonian; W: electron-electron repulsion; V = h + W - H0;
<..>: expectation value in the Hartree-Fock determinant; J, K: Coulomb and
exchange integrals of spatial orbitals. Nuclear repulsion is added separately.
System: linear H4 chain, RHF/STO-3G. Internal unit hartree, printed unit eV.
Orders of perturbation theory are extracted from exact eigenvalues of
H0 + lambda V in the determinant space and compared with orbital formulas.
"""
import numpy as np
from scipy import constants
from pyscf import gto, scf, ao2mo

EV = constants.physical_constants["Hartree energy in eV"][0]
BOHR = constants.physical_constants["Bohr radius"][0] * 1e10  # angstrom

# ---------------------------------------------------------------- Hartree-Fock
spacing = 1.0  # angstrom
mol = gto.M(atom=[["H", (0.0, 0.0, k * spacing / BOHR)] for k in range(4)],
            basis="sto-3g", unit="Bohr", verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-12
mf.conv_tol_grad = 1e-8
mf.kernel()
assert mf.converged
C, eps = mf.mo_coeff, mf.mo_energy
n_orb, n_occ = C.shape[1], mol.nelectron // 2
E_nn = mol.energy_nuc()
E_hf = mf.e_tot - E_nn  # electronic part
h = C.T @ mf.get_hcore() @ C
fock = C.T @ mf.get_fock() @ C
g = ao2mo.restore(1, ao2mo.kernel(mol, C), n_orb)  # (pq|rs)

# ------------------------------- many-electron operators (Jordan-Wigner form)
n_modes = 2 * n_orb  # mode 2p: orbital p spin up, mode 2p+1: spin down
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
sign = np.diag([1.0, -1.0])


def annihilator(mode):
    matrix = np.eye(1)
    for m in range(n_modes):
        factor = sign if m < mode else lower if m == mode else np.eye(2)
        matrix = np.kron(matrix, factor)
    return matrix


a = [annihilator(m) for m in range(n_modes)]
hop = np.array([[sum(a[2*p+s].T @ a[2*q+s] for s in (0, 1))
                 for q in range(n_orb)] for p in range(n_orb)])


def one_body(matrix):
    return np.einsum("pq,pqxy->xy", matrix, hop)


W_all = -0.5 * one_body(np.einsum("pqqs->ps", g))
for p in range(n_orb):
    for q in range(n_orb):
        W_all += 0.5 * hop[p, q] @ one_body(g[p, q])
H_all = one_body(h) + W_all


def det_index(modes):
    return sum(2 ** (n_modes - 1 - m) for m in modes)


def det_energy(modes):
    k = det_index(modes)
    return H_all[k, k]


# Determinants with two spin-up and two spin-down electrons
states = np.arange(2 ** n_modes)
occ = np.array([(states >> (n_modes - 1 - m)) & 1 for m in range(n_modes)]).T
keep = np.where((occ[:, ::2].sum(1) == n_occ)
                & (occ[:, 1::2].sum(1) == n_occ))[0]
block = np.ix_(keep, keep)
H = H_all[block]
H0 = one_body(fock)[block]
V = H - H0
filled = list(range(2 * n_occ))
ref = int(np.where(keep == det_index(filled))[0][0])

# ------------------------------------------------------------ orbital formulas
J = np.einsum("iijj->ij", g)
K = np.einsum("ijij->ij", g)
o = slice(0, n_occ)
h_mean = 2 * np.trace(h[o, o])
W_mean = np.sum(2 * J[o, o] - K[o, o])
E0 = 2 * np.sum(eps[o])
E1 = -W_mean
ov = g[:n_occ, n_occ:, :n_occ, n_occ:]  # (ia|jb)
eo, ev = eps[:n_occ], eps[n_occ:]
denominator = (eo[:, None, None, None] - ev[None, :, None, None]
               + eo[None, None, :, None] - ev[None, None, None, :])
E2 = np.sum(ov * (2 * ov - ov.transpose(0, 3, 2, 1)) / denominator)

# First-order wavefunction and third-order energy in the determinant space
gap = np.diag(H0) - H0[ref, ref]
others = np.arange(len(keep)) != ref
assert gap[others].min() > 0.1
psi1 = np.zeros(len(keep))
psi1[others] = -V[others, ref] / gap[others]
V_psi1 = psi1 @ V @ psi1
norm_psi1 = psi1 @ psi1
E3 = V_psi1 - E1 * norm_psi1


def energy_orders(zeroth, perturbation):
    """Taylor coefficients in lambda of the lowest exact eigenvalue."""
    step, nodes = 0.02, np.arange(-3.0, 4.0)
    values = [np.linalg.eigvalsh(zeroth + step * x * perturbation)[0]
              for x in nodes]
    coeff = np.linalg.solve(np.vander(nodes, increasing=True), values)
    return coeff / step ** np.arange(len(nodes))


# ----------------------------------------------------------------------- tests
# Third order: looser tolerance, rounding is divided by step**3.
tolerances = (1e-9, 1e-8, 1e-8, 1e-6)
orders = energy_orders(H0, V)
for found, formula, tol in zip(orders, (E0, E1, E2, E3), tolerances):
    assert abs(found - formula) < tol

# Repulsion is held once in H and twice in the summed mean field
W_det = W_all[block][ref, ref]
mean_field = one_body(fock - h)[block][ref, ref]
assert abs(W_det - W_mean) < 1e-9
assert abs(mean_field - 2 * W_det) < 1e-9
assert abs(E0 - (h_mean + 2 * W_det)) < 1e-8
assert abs(orders[0] + orders[1] - E_hf) < 1e-8
assert abs(H[ref, ref] - E_hf) < 1e-9
assert np.linalg.eigvalsh(W_all[block])[0] > 0  # repulsion is positive
assert E0 > E_hf

# Each electron removed alone from the full system, orbitals frozen
single = [det_energy([m for m in filled if m != k]) - det_energy(filled)
          for k in filled]
assert np.allclose(single, -np.repeat(eo, 2), atol=1e-7)

# Electrons removed one after another, outermost first, orbitals frozen
successive = [det_energy(filled[:n-1]) - det_energy(filled[:n])
              for n in range(len(filled), 0, -1)]
expected = [-eps[1], -(h[1, 1] + 2*J[0, 1] - K[0, 1]),
            -(h[0, 0] + J[0, 0]), -h[0, 0]]
assert np.allclose(successive, expected, atol=1e-7)
assert abs(sum(successive) + E_hf) < 1e-8
assert abs(sum(single) + E0) < 1e-7

# Constant shift of H0: zeroth order becomes E_HF, first order vanishes
unit = np.eye(len(keep))
shifted = energy_orders(H0 + E1 * unit, V - E1 * unit)
for found, formula, tol in zip(shifted, (E_hf, 0.0, E2, E3), tolerances):
    assert abs(found - formula) < max(tol, 1e-8)

E_exact = np.linalg.eigvalsh(H)[0]
assert E_exact < E_hf

# ---------------------------------------------------------------------- output


def show(label, value):
    print(f"{label:<50s}{value * EV:12.4f} eV")


print("Linear H4 chain, RHF/STO-3G")
print(f"H-H spacing = {spacing:.2f} angstrom")
print(f"determinants in the space = {len(keep)}")
show("h11", h[0, 0])
show("h22", h[1, 1])
show("J11", J[0, 0])
show("J22", J[1, 1])
show("J12", J[0, 1])
show("K12", K[0, 1])
show("orbital energy eps1", eps[0])
show("orbital energy eps2", eps[1])
show("one-electron energy <h>", h_mean)
show("mean repulsion <W>", W_det)
show("summed mean field <sum v_HF>", mean_field)
show("E0 = 2 eps1 + 2 eps2", E0)
show("E0 from diagonalizing H0", orders[0])
show("E1 = -<W>", E1)
show("E1 from slope of exact eigenvalue", orders[1])
show("E0 + E1", E0 + E1)
show("electronic HF energy from SCF", E_hf)
show("nuclear repulsion E_nn", E_nn)
show("E0 + E_nn", E0 + E_nn)
show("total HF energy", E_hf + E_nn)
for k, cost in enumerate(single):
    show(f"removed alone: electron in orbital {k // 2 + 1}", cost)
show("sum of the separate removal costs", sum(single))
for k, cost in enumerate(successive):
    show(f"removed in succession: electron no. {k + 1}", cost)
show("sum of the successive removal costs", sum(successive))
show("E2, orbital formula", E2)
show("E2 from exact eigenvalue series", orders[2])
show("<Psi1|V|Psi1>", V_psi1)
print(f"{'<Psi1|Psi1>':<50s}{norm_psi1:12.6f} (no unit)")
show("-E1 <Psi1|Psi1>", -E1 * norm_psi1)
show("E3 = sum of the two terms", E3)
show("E3 from exact eigenvalue series", orders[3])
show("total MP2 energy", E_hf + E2 + E_nn)
show("total MP3 energy", E_hf + E2 + E3 + E_nn)
show("total exact energy in this basis", E_exact + E_nn)
show("exact correlation energy in this basis", E_exact - E_hf)
print(f"E0 = {E0:.6f} hartree")
print(f"E1 = {E1:.6f} hartree")
print(f"electronic HF energy = {E_hf:.6f} hartree")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Linear H4 chain, RHF/STO-3G
H-H spacing = 1.00 angstrom
determinants in the space = 36
h11                                                   -49.9359 eV
h22                                                   -42.1954 eV
J11                                                    13.5318 eV
J22                                                    12.3438 eV
J12                                                    11.8623 eV
K12                                                     4.2826 eV
orbital energy eps1                                   -16.9620 eV
orbital energy eps2                                   -10.4096 eV
one-electron energy <h>                              -184.2625 eV
mean repulsion <W>                                     64.7597 eV
summed mean field <sum v_HF>                          129.5194 eV
E0 = 2 eps1 + 2 eps2                                  -54.7431 eV
E0 from diagonalizing H0                              -54.7431 eV
E1 = -<W>                                             -64.7597 eV
E1 from slope of exact eigenvalue                     -64.7597 eV
E0 + E1                                              -119.5028 eV
electronic HF energy from SCF                        -119.5028 eV
nuclear repulsion E_nn                                 62.3985 eV
E0 + E_nn                                               7.6554 eV
total HF energy                                       -57.1043 eV
removed alone: electron in orbital 1                   16.9620 eV
removed alone: electron in orbital 1                   16.9620 eV
removed alone: electron in orbital 2                   10.4096 eV
removed alone: electron in orbital 2                   10.4096 eV
sum of the separate removal costs                      54.7431 eV
removed in succession: electron no. 1                  10.4096 eV
removed in succession: electron no. 2                  22.7534 eV
removed in succession: electron no. 3                  36.4040 eV
removed in succession: electron no. 4                  49.9359 eV
sum of the successive removal costs                   119.5028 eV
E2, orbital formula                                    -1.1211 eV
E2 from exact eigenvalue series                        -1.1211 eV
<Psi1|V|Psi1>                                          -1.9011 eV
<Psi1|Psi1>                                           0.022674 (no unit)
-E1 <Psi1|Psi1>                                         1.4684 eV
E3 = sum of the two terms                              -0.4328 eV
E3 from exact eigenvalue series                        -0.4328 eV
total MP2 energy                                      -58.2254 eV
total MP3 energy                                      -58.6582 eV
total exact energy in this basis                      -58.9504 eV
exact correlation energy in this basis                 -1.8461 eV
E0 = -2.011772 hartree
E1 = -2.379875 hartree
electronic HF energy = -4.391647 hartree
ALL CHECKS PASSED
```
